# Heat flow from a hot line to a plane heat sink, part 2

A long straight wire of radius $r$ runs parallel to a flat heat sink, with its axis at height $h$. In the ideal model a medium of uniform conductivity $k$ fills all the space above the sink, there is no contact resistance, and the medium far away is at the sink temperature. Take $x$ along the sink, across the wire, and $y$ upwards from the sink. $\theta$ is the temperature above that of the sink, $\theta_w$ its value on the wire, and $q$ the heat leaving the wire per unit length and time, in W/m.

The ideal conductance per length (part (d)), in W/(m K), is

$$G=\frac{2\pi k}{u_0}=\frac{2\pi k}{\operatorname{arccosh}(h/r)},\qquad \cosh u_0=\frac hr,\qquad a=\sqrt{h^2-r^2}.$$

For $h\gg r$, $u_0\approx\ln(2h/r)$. The ideal field is that of a line source $q$ at $(0,a)$ and its negative image $-q$ at $(0,-a)$.

The ideal flux density $j_0$ (part (e)) is

$$j_0=\frac{q\,a}{2\pi r\,y}\ \text{on the wire},\qquad j_0(x)=\frac{q\,a}{\pi(x^2+a^2)}\ \text{on the sink}.$$

On the wire $y=h+r\cos\varphi$, with $\varphi$ measured from the top, and

$$\int_{-\pi}^{\pi}\frac{d\varphi}{h+r\cos\varphi}=\frac{2\pi}{\sqrt{h^2-r^2}}.$$

The derivatives of $u_0$ (part (f)) are

$$\frac{\partial u_0}{\partial h}=\frac1a,\qquad \frac{\partial u_0}{\partial r}=-\frac{h}{ra}.$$

The panel method of part (d) replaces the wire's outline by straight panels, each with an unknown uniform source strength and a mirror image of opposite sign below the sink. The strengths are chosen so that the middle of every panel is at unit temperature.

The example is a copper line in silicon dioxide above a silicon wafer: $r=50$ nm, $h=500$ nm, $k=1.4$ W/(m K), copper resistivity $\varrho=3$ µΩ cm and current density $J=10$ MA/cm². Then $a=497.5$ nm, $u_0=2.993$, $G=2.94$ W/(m K) and $1/G=0.340$ m K/W. The Joule heat per length is $P=J^2\varrho\,\pi r^2=2.356$ W/m, and the ideal temperature rise is $P/G=0.80$ K.

In the Wiedemann–Franz law, $k_B$ is Boltzmann's constant, $e$ the elementary charge and $T$ the absolute temperature.

### (h) Add contact films of resistance $R_w$ on the wire and $R_s$ on the sink, in m² K/W. By how much does the resistance per length rise?

**Solution.** Compare the problem with films (temperature $\theta_1$, flux $j_1$) and the ideal one ($\theta_0$, $j_0$) at equal $q$. Each $j$ is counted positive from wire to medium and from medium to sink. Both fields are harmonic, so Green's identity gives

$$\oint\left(\theta_1\,\partial_n\theta_0-\theta_0\,\partial_n\theta_1\right)ds=0$$

over the boundary of the medium, with outward normal $n$. The distant arc contributes nothing: its length grows as its radius $\rho$, while $\theta_0$ falls as $1/\rho$ and its gradient as $1/\rho^2$, and $\theta_1$ and its gradient tend to zero. On the wire heat enters the medium, so $k\,\partial_n\theta=j$. On the sink it leaves, so $k\,\partial_n\theta=-j$.

In the medium next to the wire $\theta_1=\theta_{w1}-R_wj_1$, and next to the sink $\theta_1=R_sj_1$. The ideal values are $\theta_{w0}$ and 0. Inserting these,

$$\theta_{w1}q-R_w\!\oint j_1j_0\,ds-\theta_{w0}q-R_s\!\int j_1j_0\,dx=0 ,$$

$$\theta_{w1}-\theta_{w0}=\frac1q\left[R_w\oint j_1j_0\,ds+R_s\int j_1j_0\,dx\right].$$

For thin films $j_1\approx j_0$. Differentiating the integral $\int d\varphi/(h+r\cos\varphi)=2\pi(h^2-r^2)^{-1/2}$ with respect to $h$ gives $\int d\varphi/(h+r\cos\varphi)^2=2\pi h/a^3$. Then

$$\oint\frac{j_0^2}{q^2}ds=\frac{a^2}{4\pi^2r}\,\frac{2\pi h}{a^3}=\frac{h}{2\pi ra},\qquad
\int\frac{j_0^2}{q^2}dx=\frac{a^2}{\pi^2}\,\frac{\pi}{2a^3}=\frac1{2\pi a},$$

where the last integral follows from $x=a\tan\psi$. The added resistance per length is, to first order,

$$\delta=\frac{R_wh}{2\pi ra}+\frac{R_s}{2\pi a}.$$

By the derivatives of $u_0$, this equals the effect of reducing $r$ by $kR_w$ and raising $h$ by $kR_s$. To this order, each film acts as a thin layer of oxide with the same resistance.

Take $R_w=10$ and $R_s=5$ m² K/GW as rough values, equal to those of flat oxide layers 14 nm and 7 nm thick. Then $\delta=0.0336$ m K/W. A numerical solution with the films at full strength gives 0.0335, which is 9.9 % of the ideal $1/G=0.340$ m K/W. First order works well although 14 nm is not small against $r$. The reason is that $j_0$ is nearly uniform on a distant wire, and for uniform $j_0$ the integral $\oint j_1j_0\,ds$ does not depend on $j_1$. For a close wire this fails: at $h/r=1.2$, with the same $kR_w/r=0.28$, the true addition is 17 % below first order. The picture of an oxide layer is also only first order: actually reducing $r$ by 14 nm in the example would add 17 % more than the wire term of $\delta$.

The two terms were also tested separately at $h/r=1.5$, with film resistance $10^{-3}r/k$. Each agreed with the numerical solution to within 1 %.

### (i) Replace the ideal sink by a wafer of conductivity $k_s$ and thickness $t\gg a$ with a cold back face.

**Solution.** The wafer surface now has a temperature $\theta_s(x)$ in place of $R_sj_1$. The identity of part (h) gives an added resistance $q^{-2}\int\theta_sj_0\,dx$, with $\theta_s$ computed to first order from the flux $j_0$. The integral $\int_0^\infty e^{-a\kappa}\cos\kappa x\,d\kappa=a/(a^2+x^2)$ gives

$$j_0=\frac q\pi\int_0^\infty e^{-a\kappa}\cos\kappa x\,d\kappa .$$

At depth $z$, a harmonic field that vanishes at $z=t$ is $A\sinh[\kappa(t-z)]\cos\kappa x$. It carries surface flux $k_s\kappa A\cosh(\kappa t)\cos\kappa x$, so the ratio of surface temperature to flux is $\tanh(\kappa t)/(k_s\kappa)$. Since $\int j_0\cos\kappa x\,dx=qe^{-a\kappa}$, the added resistance is

$$\frac{1}{\pi k_s}\int_0^\infty e^{-2a\kappa}\,\frac{\tanh\kappa t}{\kappa}\,d\kappa .$$

Put $s=\kappa t$ and $\epsilon=2a/t$, and expand

$$\tanh s=\sum_{m\ge0}(-1)^m\left[e^{-2ms}-e^{-2(m+1)s}\right].$$

With $\int_0^\infty(e^{-\alpha s}-e^{-\beta s})\,ds/s=\ln(\beta/\alpha)$, the integral becomes $\sum_m(-1)^m\ln[(\epsilon+2m+2)/(\epsilon+2m)]$. For small $\epsilon$ the first term is $\ln(2/\epsilon)$. The others tend to

$$-\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=-\ln\frac\pi2 ,$$

by the product $\sin(\pi z)/(\pi z)=\prod_n(1-z^2/n^2)$ at $z=1/2$. The sum is $\ln[4/(\pi\epsilon)]$, and the added resistance is

$$\frac{1}{\pi k_s}\ln\frac{2t}{\pi a}.$$

For $k_s=140$ W/(m K) and $t=500$ µm this is $6.46/(140\pi)=0.0147$ m K/W, or 4.3 % of $1/G$. It applies to a line much longer than the wafer is thick. In a shorter line with the same power per length, the missing pieces no longer warm the wafer, and the addition is smaller: at the middle of the line it is about 3.0 % for a length of 100 µm and 1.5 % for 10 µm. At the chosen current density the field along the line is $J\varrho=3$ V per mm, so the long-line value describes a test structure and not a line driven from a supply of about 1 V. Roughly a quarter of the addition arises within about 10 µm of the line. There the bulk $k_s$ is only a rough guide, because phonons with mean free paths of a micrometre or more carry a sizeable share of the heat in silicon.

### (j) The oxide ends at height $H$ in a surface that passes no heat. Find the effect for a thin wire.

**Solution.** Let $\zeta=y+ix$ and $\beta=\pi/(4H)$, and try

$$\theta=\frac q{2\pi k}\ln\left|\frac{\tan\beta(\zeta+h)}{\tan\beta(\zeta-h)}\right| .$$

It is harmonic except at zeros and poles, and within $0<y<H$ the only one is the source at $\zeta=h$. On $y=0$ the two arguments are $\beta(ix\pm h)$; one is minus the complex conjugate of the other, so the moduli are equal and $\theta=0$. Far along the strip both tangents tend to the same limit, $i$ or $-i$, and $\theta\to0$. Since $\tan(\pi/4+w)=1/\tan(\pi/4-w)$, reflection about $y=H$ leaves $\theta$ unchanged, so no heat crosses that plane.

At a small distance $r$ from the source the ratio is $\tan(2\beta h)/(\beta r)$, so

$$\theta_w=\frac q{2\pi k}\ln\left[\frac{4H}{\pi r}\tan\frac{\pi h}{2H}\right].$$

Relative to $\ln(2h/r)$, the logarithm has grown by $\ln[(2H/\pi h)\tan(\pi h/2H)]$. For $H=2$ µm this is 0.053, which raises $1/G$ by 1.8 %.

### (k) Estimate the effects of the wire's shape, its interior and its changing resistivity, and combine the steady corrections.

**Solution.** A square of equal area has side 88.6 nm. The panel method of part (d), with the centre kept at $h$, gives a resistance 1.5 % lower than for the circle.

Inside uniformly heated copper of conductivity $k_c$, the heat generated within radius $s$ is $Ps^2/r^2$. Equating it to $-k_c\theta'\,2\pi s$ and integrating,

$$\theta(s)-\theta(r)=\frac{P}{4\pi k_c}\left(1-\frac{s^2}{r^2}\right).$$

The mean over the section is half the central value, $P/(8\pi k_c)$. The Wiedemann–Franz law, $k_c=(\pi^2/3)(k_B/e)^2T/\varrho$, gives 244 W/(m K) at 300 K, and the mean excess adds 0.05 % to $1/G$. The copper is close to isothermal across its section.

For a line much longer than the wafer is thick, as part (i) requires, the steady changes add up to

$$9.9+4.3+1.8-1.5+0.05\approx14.5\ \% .$$

This raises the rise at fixed power from 0.80 K to 0.92 K. If the resistivity grows by a fraction $\alpha$ per kelvin, the rise obeys $\Delta T=\Delta T'(1+\alpha\Delta T)$, where $\Delta T'$ is the rise without this growth. With $\alpha=0.0025$ per kelvin it increases by 0.2 %, leaving 0.92 K. The sum neglects the coupling between the corrections and is an estimate. For example, the square has a 13 % longer perimeter than the circle, so on it the films add about 9.2 % and not 9.9 %. With all effects solved together the total is near 14 %, which gives 0.91 K at fixed power and 0.92 K with the growing resistivity.

The rise depends strongly on the chosen current density. Since $P\propto J^2$, a tenfold lower $J$ reduces the ideal rise to 8 mK. It also depends on the medium, which in a chip need not be uniform oxide. Dielectrics of low permittivity may conduct only about 0.3 W/(m K); with all else fixed, the ideal rise is then 3.7 K. Neighbouring metal and vias can carry heat past the dielectric, and heated neighbours raise the temperature. Neither is included.

### (l) Both ends of the line are held at the sink temperature. How far does this cool it?

**Solution.** Let $z$ run along the line from its middle, and let $\ell$ be its length. Balancing conduction along the copper against heating and loss to the sink gives

$$k_c\pi r^2\,\theta''=G\theta-P .$$

With $\lambda=\sqrt{k_c\pi r^2/G}$ and $\theta(\pm\ell/2)=0$,

$$\theta=\frac PG\left[1-\frac{\cosh(z/\lambda)}{\cosh(\ell/2\lambda)}\right].$$

Here $\lambda=0.81$ µm. For $\ell=10$ µm the middle falls short of $P/G$ by $1/\cosh(6.19)=0.4\,\%$. The equation uses the two-dimensional $G$ at every $z$, which requires $\lambda\gg h$. That is not satisfied here: heat also spreads along the line through the oxide, which the equation leaves out. The whole profile is therefore rough. Spreading through the oxide reaches farther than $\lambda$, so the cooling at the middle is larger than 0.4 %, of the order of 1 %.

### (m) Constant power is switched on at time zero. How is the steady state approached?

**Solution.** Treat the wire as a thin line at height $a\approx h$, keep the sink cold, and let $D=k/C$, with $C$ the heat capacity of the oxide per volume. Heat $Q$ per length released at one instant gives, after a time $\tau$,

$$\theta=\frac{Q}{4\pi k\tau}e^{-\rho^2/(4D\tau)} .$$

Differentiation confirms that $\partial_\tau\theta=D\nabla^2\theta$: both sides equal $[-1/\tau+\rho^2/(4D\tau^2)]\theta$. The heat content is $C\int_0^\infty\theta\,2\pi\rho\,d\rho=CDQ/k=Q$.

The negative image is at distance $2a$. Steady power is a succession of releases, so the part of the steady rise still missing at time $t$, once $Dt\gg r^2$, is

$$\frac{q}{4\pi k}\int_t^\infty\left(1-e^{-a^2/(D\tau)}\right)\frac{d\tau}\tau\approx\frac{q}{4\pi k}\,\frac{a^2}{Dt}\qquad(Dt\gg a^2).$$

Relative to the steady value $qu_0/(2\pi k)$ the shortfall is $a^2/(2Dtu_0)$. It falls as $1/t$, not exponentially, because heat keeps spreading into an unbounded medium.

For $C=1.65$ MJ/(m³ K), $h^2/D=0.29$ µs, and in oxide without an upper boundary the shortfall reaches 1 % after 4.9 µs. By then $\sqrt{Dt}\approx2$ µm, equal to $H$. With the insulated top of part (j) the shortfall is therefore already falling faster than $1/t$, and 4.9 µs is only a rough estimate for the example. The wafer responds more slowly: with the same rough heat capacity $t_{\rm wafer}^2/D_s=2.9$ ms, where $t_{\rm wafer}$ is its thickness and $D_s$ its diffusivity. The part of the rise due to the silicon, about 4 % of the ideal value, therefore settles fully only on a scale of milliseconds. The numerical output lists the values used here.

## Computed results

```
wire radius r: 50 nm
axis height h: 500 nm
oxide conductivity k: 1.4 W/(m K)
current density: 10 MA/cm2
copper resistivity: 3 uOhm cm
line current: 0.7854 mA
h/r: 10
arccosh(h/r): 2.9932
ln(2h/r): 2.9957
source height a: 497.5 nm
conductance G: 2.939 W/(m K)
resistance 1/G: 0.3403 m K/W
heating power per length: 2.356 W/m
ideal temperature rise: 0.8018 K
flux at wire underside: 8.292 MW/m2
flux at wire top: 6.784 MW/m2
half-width taking 90% of heat: 3.141 um
h/r=1.1: G/k numerical 14.16312, formula 14.16509
h/r=2.0: G/k numerical 4.77088, formula 4.77098
h/r=10.0: G/k numerical 2.09912, formula 2.09914
film resistance, wire: 10 m2 K/GW
film resistance, sink: 5 m2 K/GW
films, first-order added resistance: 0.03359 m K/W
films, full added resistance: 0.03354 m K/W
silicon conductivity: 140 W/(m K)
wafer thickness: 500 um
silicon added resistance: 0.01469 m K/W
oxide top height H: 2 um
side of equal-area square: 88.62 nm
copper conductivity (Wiedemann-Franz): 244.3 W/(m K)
resistivity temperature coefficient: 0.0025 1/K
change of 1/G, films: +9.86 %
change of 1/G, silicon: +4.32 %
change of 1/G, oxide top: +1.78 %
change of 1/G, square section: -1.51 %
change of 1/G, copper interior: +0.05 %
change of 1/G, sum of these: +14.49 %
change of rise, resistivity feedback: +0.23 %
corrected temperature rise: 0.9201 K
end decay length: 0.808 um
line length for end effect: 10 um
mid-line shortfall from cold ends: +0.41 %
oxide heat capacity: 1.65 MJ/(m3 K)
silicon heat capacity: 1.65 MJ/(m3 K)
oxide diffusion time h^2/D: 0.2946 us
time to 1% of steady rise, cold sink: 4.873 us
wafer diffusion time t^2/D: 2.946 ms
```
